# Why equal tunnelling decay still gives free-electron magnetoresistance

An electron at the Fermi level strikes a 1.2 nm barrier head-on. Between two ferromagnets magnetized in parallel, a majority electron is transmitted with probability $5.87\times10^{-5}$ and a minority electron with probability $1.84\times10^{-5}$, a ratio of 3.2. Yet when the barrier is thickened, both transmissions fall at the same rate, 9.165 per nanometre. What separates the two spins, if not the decay?

## The belief and its appeal

The belief is this: tunnelling is governed by the WKB exponential, so a magnetoresistance must mean that one spin decays more slowly than the other. Two good reasons support it. The exponential does set the size of the current, here through a factor $1.67\times10^{-5}$. And the ferromagnet does present different potentials to the two spins. Measured from the bottom of its own band, the barrier top lies at 4.4 eV for a majority electron and at 2.4 eV for a minority electron in the example below.

But the decay constant depends on the barrier top measured from the electron's energy, not from the band bottom. At a common energy that height is the same for both spins.

## The model

Two identical ferromagnets have parabolic bands with the free mass $m_0$, split rigidly by exchange. Their magnetizations are parallel (P) or antiparallel (AP). Between them lies a rectangular barrier of thickness $d$, whose top is $\varphi$ above the Fermi level for both spins; the mass inside is $m_b$ times $m_0$, equal in all directions. Energy, spin and the transverse wavevector $q$ are conserved. Bias and temperature tend to zero.

Let $K_\sigma$ be the kinetic energy of spin $\sigma$ at the Fermi level, and let $C=\hbar^2/2m_0=0.0381$ eV nm². In the lead the energy balance is $C(k_\sigma^2+q^2)=K_\sigma$. In the barrier the wave varies as $e^{\pm\kappa z}$, so that $C(q^2-\kappa^2)/m_b=-\varphi$. Hence

$$k_\sigma^2=\frac{K_\sigma}{C}-q^2,\qquad \kappa^2=\frac{m_b\varphi}{C}+q^2 .$$

Spin enters $k_\sigma$ but not $\kappa$. Where both spins propagate, that is for $q<k_\downarrow(q{=}0)$, the bare exponential $e^{-2\kappa d}$ is the same for every pair of spins. The P and AP configurations each contain two channels, so the exponential alone gives them equal conductance at fixed $q$.

## What the matching adds

Velocities are measured in units of $\hbar/m_0$: $v=k$ on the left, $v'=k'$ on the right, and $w=\kappa/m_b$ for the barrier. The quantities continuous at each face are $\psi$ and $\psi'/m$, the second because it carries the current. Take

$$\psi=\begin{cases}e^{ikz}+re^{-ikz}, & z<0\\ a\cosh\kappa(z-d)+b\sinh\kappa(z-d), & 0<z<d\\ t\,e^{ik'(z-d)}, & z>d.\end{cases}$$

At $z=d$, continuity gives $a=t$ and $wb=iv't$. Write $c=\cosh\kappa d$ and $s=\sinh\kappa d$. At $z=0$ the two conditions are

$$1+r=t\left(c-\frac{iv'}{w}s\right),\qquad iv(1-r)=t\,(-ws+iv'c).$$

Dividing the second by $iv$ gives $1-r=t\,(v'c/v+iws/v)$. Adding the first removes $r$:

$$2=t\left[\frac{v+v'}{v}\,c+i\,\frac{w^2-vv'}{vw}\,s\right].$$

The transmission probability is the ratio of currents, $T=(v'/v)|t|^2$, so

$$T=\frac{4vv'w^2}{(v+v')^2w^2c^2+(w^2-vv')^2s^2}.$$

Now put $c^2=1+s^2$. The coefficient of $s^2$ becomes

$$(v+v')^2w^2+(w^2-vv')^2=v^2w^2+v'^2w^2+w^4+v^2v'^2=(v^2+w^2)(v'^2+w^2),$$

since the cross terms $\pm2vv'w^2$ cancel. Therefore

$$T=\frac{4vv'w^2}{(v+v')^2w^2+(v^2+w^2)(v'^2+w^2)\sinh^2\kappa d}.$$

For a thick barrier $\sinh^2\kappa d\to e^{2\kappa d}/4$, with relative corrections of order $e^{-2\kappa d}$, and the result factorizes:

$$T\to A(v)\,A(v')\,e^{-2\kappa d},\qquad A(v)=\frac{4vw}{v^2+w^2}.$$

The factor $A$ has a direct meaning. Against an endless barrier the wave inside only decays, so at the face $\psi'/m=-w\psi$. Then $1+r=\psi(0)$ and $iv(1-r)=-w\psi(0)$, which give $\psi(0)=2v/(v+iw)$. The density at the face per unit incident current is $|\psi(0)|^2/v=4v/(v^2+w^2)$, and $A$ is $w$ times this. It measures how much of the wave reaches the face, from which the common decay begins. It is not a probability: it reaches 2 at $v=w$.

## The magnetoresistance at normal incidence

In the P state the channels are $\uparrow\uparrow$ and $\downarrow\downarrow$; in the AP state both are mixed. With $\mathrm{TMR}=(G_P-G_{AP})/G_{AP}$ the exponential cancels:

$$\mathrm{TMR}=\frac{A_\uparrow^2+A_\downarrow^2}{2A_\uparrow A_\downarrow}-1=\frac{(A_\uparrow-A_\downarrow)^2}{2A_\uparrow A_\downarrow}.$$

Define $P=(A_\uparrow-A_\downarrow)/(A_\uparrow+A_\downarrow)$. Then $1-P^2=4A_\uparrow A_\downarrow/(A_\uparrow+A_\downarrow)^2$, and so $\mathrm{TMR}=2P^2/(1-P^2)$. To express $P$ through velocities, multiply $A_\uparrow\mp A_\downarrow$ by the common denominator and drop the factor $4w$:

$$v_\uparrow(v_\downarrow^2+w^2)\mp v_\downarrow(v_\uparrow^2+w^2)=(v_\uparrow\mp v_\downarrow)(w^2\mp v_\uparrow v_\downarrow).$$

The ratio of the two signs is

$$P=\frac{v_\uparrow-v_\downarrow}{v_\uparrow+v_\downarrow}\;\frac{w^2-v_\uparrow v_\downarrow}{w^2+v_\uparrow v_\downarrow}.$$

The example takes $K_\uparrow=2.4$ eV, $K_\downarrow=0.4$ eV, $\varphi=2.0$ eV, $m_b=0.4$ and $d=1.2$ nm. At $q=0$ this gives $v_\uparrow=7.937$, $v_\downarrow=3.240$, $\kappa=4.582$ and $w=11.456$, all in nm⁻¹. The face factors are $A_\uparrow=1.8725$ and $A_\downarrow=1.0476$, whence

$$\mathrm{TMR}=\frac{(1.8725-1.0476)^2}{2(1.8725)(1.0476)}=0.173 .$$

Direct integration of the Schrödinger equation through the same barrier gives 17.345 %, against 17.346 % from the thick-barrier formula. The opening ratio of 3.2 is $(A_\uparrow/A_\downarrow)^2$. The bare exponential would have given 1 for that ratio and zero for the TMR.

## Not the bulk bands alone

One might retreat to a second position: the exponential is common, so the effect must simply count the bulk states. In this model the density of states at the Fermi level is proportional to $k_\sigma$, and its polarization is the first fraction in $P$, here 0.420. Used alone, it would give a TMR of 42.9 %. The second fraction, $(131.2-25.7)/(131.2+25.7)=0.672$, lowers $P$ to 0.283 and the TMR to 17.3 %.

That second fraction can even remove the effect at normal incidence. It vanishes when $w^2=v_\uparrow v_\downarrow$. At normal incidence $w^2=\varphi/(m_bC)$ and $v_\uparrow v_\downarrow=\sqrt{K_\uparrow K_\downarrow}/C$, so the zero lies at

$$\varphi_0=m_b\sqrt{K_\uparrow K_\downarrow}=0.4\sqrt{2.4\times0.4}\ \text{eV}=0.392\ \text{eV}.$$

The bands are as strongly split as before, but $A$ has the same value on either side of its maximum at $v=w$. Direct integration at this height, with $d=3$ nm, gives a TMR of 0.0004 %. At half this height and $d=4$ nm the minority channel transmits better, with $T_{\uparrow\uparrow}/T_{\downarrow\downarrow}=0.57$; at twice this height the ratio is 1.76. The sign of $P$ has changed. The TMR of identical electrodes does not show that sign, because it contains $P^2$.

## Changing the interface and nothing else

A sharper trial keeps the barrier, its exponent and the bulk bands fixed, and alters the leads near the faces. Let the exchange splitting be zero at each face and grow smoothly to its bulk value over a length $L$, as $\sin^2(\pi x/2L)$ at distance $x$ from the face. At the face both spins then have the mean kinetic energy, 1.4 eV.

If $L$ is long compared with the electron wavelength over $2\pi$, the ramp reflects almost nothing. Each spin delivers its full current to the face, and both arrive with the same velocity. Their face factors are equal, so at normal incidence the TMR must vanish. After summing over angles a small TMR remains, 3.6 % at $L=2$ nm and 3.2 % at 5 nm, because the minority Fermi disc in the bulk is still the smaller one. The computed normal-incidence values are 0.31 % at $L=1$ nm, 0.0003 % at 2 nm, and zero to the four printed decimals at 5 nm. These numbers belong to the $\sin^2$ shape. A linear ramp, whose kinks reflect more, gives 14.2 % at 0.3 nm, 2.0 % at 1 nm and 0.18 % at 2 nm. An abrupt change of exchange at the barrier face gives 17.3 %.

The approach to zero is not steady: the TMR is 0.95 % at $L=0.1$ nm and 21.2 % at 0.3 nm. A short ramp is itself part of the interface, and its effect can be estimated. For a thick, spin-independent barrier of any shape, the wave at the face obeys $\psi'/m=-\tilde w\psi$ with a real $\tilde w$, up to exponentially small terms. The argument given for $\psi(0)$ then makes the face factor proportional to $v/(v^2+\tilde w^2)$. A thin layer with an extra potential $\delta V$, treated as concentrated at the face, makes $\psi'$ jump and shifts $\tilde w$ by

$$g=\frac1C\int\delta V\,dz=\pm\frac{L}{2C}\times1\ \text{eV}.$$

The sign is plus for majority electrons, whose band bottom is raised by 1 eV at the face, and minus for minority electrons. The factor one half is the average over the symmetric ramp. For $L=0.1$ nm, $g=\pm1.31$ nm⁻¹. With $4w$ restored, the face factors become

$$\frac{4(7.937)(11.456)}{7.937^2+12.77^2}=1.61,\qquad\frac{4(3.240)(11.456)}{3.240^2+10.14^2}=1.31,$$

and the TMR falls to about 2 %. This accounts for most of the drop from 17.3 % to 0.95 %. At $L=0.3$ nm the same estimate gives 1.21 and 2.22: the order of the spins is reversed and the TMR is about 19 %. The layer is then no longer thin compared with $1/k_\uparrow=0.13$ nm, so the estimate alone proves nothing. Direct calculation confirms the reversal: at this length $T_{\uparrow\uparrow}/T_{\downarrow\downarrow}=0.28$. In either case a tenth of a nanometre at the face matters greatly, while the exponent has not moved.

## What the exponential does after summing over angles

A junction collects electrons at all $q$. Per spin channel the conductance per area is

$$\frac{G}{S}=\frac{e^2}{h}\int\frac{d^2q}{(2\pi)^2}\,T=\frac{e^2}{h}\,\frac1{4\pi}\int_0^{q_m^2}T\,d(q^2),$$

because $d^2q=\pi\,d(q^2)$ after integration over the angle. The limit $q_m$ is the smaller of the two Fermi-disc radii: an electron needs a propagating state on both sides.

Here the belief holds a grain of truth. Replace $T$ by $e^{-2\kappa d}$. Since $d(q^2)=2\kappa\,d\kappa$, integration by parts gives

$$\int_0^{q_m^2}e^{-2\kappa d}\,d(q^2)=F(\kappa_0)-F(\kappa_m),\qquad F(\kappa)=\left(\frac{\kappa}{d}+\frac1{2d^2}\right)e^{-2\kappa d},$$

where $\kappa_0$ and $\kappa_m$ are the decay constants at $q=0$ and $q=q_m$. The $\uparrow\uparrow$ channel has the large disc; the other three have the small one. So the P state collects slightly more, and the TMR from the exponential alone is 5.7 % at $d=1.2$ nm. This comes from missing minority states at large $q$, not from a difference in decay at given $q$. It dies quickly with thickness, because oblique electrons are filtered out: 0.44 % at 2.4 nm and 0.003 % at 4.8 nm.

The full sum, with face factors, gives 41.5 %, 25.8 % and 20.8 % at these three thicknesses. It exceeds the normal-incidence 17.3 % for two reasons: only the $\uparrow\uparrow$ channel collects electrons beyond the small disc, and the face factors themselves depend on $q$. The first contribution dies exponentially with thickness, so in a thick barrier the second remains. For small $q$, $\kappa\approx\kappa_0+q^2/2\kappa_0$, so the weight is $e^{-q^2d/\kappa_0}$ and the mean of $q^2$ is $\kappa_0/d$. To first order in this mean, numerator and denominator of $G_P/G_{AP}$ are both evaluated at the mean $q^2$, so that

$$\mathrm{TMR}(d)\approx\mathrm{TMR}_0+\frac{\kappa_0}{d}\left.\frac{d\,\mathrm{TMR}}{d(q^2)}\right|_{0}.$$

Let $\rho=A_\uparrow/A_\downarrow=1.787$. Then $\mathrm{TMR}=\tfrac12(\rho+1/\rho)-1$, and its derivative is $\tfrac12(\rho-1/\rho)$ times that of $\ln\rho$. With $dv^2/d(q^2)=-1$ and $dw^2/d(q^2)=1/m_b^2=6.25$,

$$\frac{d\ln\rho}{d(q^2)}=\frac1{2v_\downarrow^2}-\frac1{2v_\uparrow^2}+5.25\left(\frac1{v_\downarrow^2+w^2}-\frac1{v_\uparrow^2+w^2}\right)=0.0497\ \text{nm}^2 .$$

The first term, 0.048 nm², is the largest: a slow minority electron loses forward velocity fastest as it turns oblique. The slope of the TMR is $0.614\times0.0497=0.0305$ nm². At 60 nm this predicts an excess of $0.0764\times0.0305$, or 0.23 percentage points; the computed excess is 0.236. At 30 nm it is 0.477, about twice as much, as a $1/d$ law requires. Such thicknesses serve only to expose the limit, since no useful current would flow. At 1.2 nm the first-order term gives about 29 % in total, well short of 41.5 %. The expansion omits both the higher orders and the electrons beyond the small disc, and is too crude at this thickness.

The value 41.5 % lies close to the 42.9 % obtained from the bulk density of states. This is an accident of thickness: the first number falls as $d$ grows, the second does not.

## The example beside real junctions

The parameters are round values in the rough regime of junctions with iron- or cobalt-based electrodes and amorphous aluminium oxide, whose barriers are typically one to two nanometres thick. Such junctions show a room-temperature TMR of some tens of percent, so 41.5 % is of the right order. The model's resistance-area products are 1230 Ω µm² (P) and 1740 Ω µm² (AP). The agreement should not be taken as confirmation, because some of the neglected effects are large. Each is applied separately to the angle-summed result:

- Thermal smearing at 300 K changes the TMR to 40.8 %.
- A bias of 0.1 V changes it to 41.4 %. This counts elastic, spin-conserving tunnelling only; spin-flip and defect-assisted processes usually make the measured TMR fall faster with bias. The field is 0.83 MV/cm, well below a rough breakdown field of 10 MV/cm, which would be reached at 1.2 V.
- A thickness spread of 0.1 nm rms raises the parallel conductance 1.64 times and the TMR to 45.1 %. Thin places carry more current, and in this model they have a higher TMR.
- A 10 % loss of exchange splitting, as a stand-in for weaker magnetization at working temperature, lowers the TMR to 26.1 %.
- Image-force rounding, with a rough optical permittivity of 3, lowers the TMR to about 11 % and raises the parallel conductance about 17 times. These values use the full sum of classical image charges. The numerical output uses a common hyperbolic approximation, which is too strong by a factor of about 1.6 near the faces and 2.3 at the middle; it gives 6.2 % and about 130 times.

The last entry is no small correction. With the full image sum the barrier maximum drops to 1.72 eV and the width above the Fermi level to 1.08 nm; the approximation in the output gives 1.36 eV and 0.99 nm. The classical image potential diverges at the faces; here it was cut off at the mean band bottom, 1.4 eV below the Fermi level. With the full sum, a cut-off 3 eV or 6 eV below the Fermi level gives a TMR between 7 and 8 %, while the parallel conductance rises to about 27 or 50 times the model value. With the stronger, approximate potential the same two cut-offs give 21 % and 48 %. These numbers therefore show sensitivity to the potential near the faces and are not a better prediction. If 2.0 eV and 1.2 nm are read as effective values fitted to a current, part of the rounding is already counted. The rounded barrier is still the same for both spins, so at fixed $q$ the exponential factor is still common to them. The change in TMR must therefore come from the matching at the faces and from the sum over $q$; the calculation does not separate the two.

The assumption that can fail most instructively is that of a single free-electron band. In crystalline junctions of iron or iron-cobalt with magnesium oxide, states of different orbital symmetry decay at different rates, and the two spins offer different symmetries at the Fermi level. There the decay does carry spin information, and the TMR can exceed 100 % at room temperature. The free-electron model contains no such channel.

## Where the exponent does decide

The conclusion rests on a barrier common to both spins. If the barrier itself is magnetic, with heights $\varphi_\uparrow\ne\varphi_\downarrow$, then $\kappa_\uparrow\ne\kappa_\downarrow$, and the ratio of the spin currents between nonmagnetic leads contains $e^{-2(\kappa_\uparrow-\kappa_\downarrow)d}$. At fixed $q$ this ratio changes exponentially with thickness, whereas the ratio due to face factors settles to a constant.

If the minority band lies wholly above the Fermi level, the question changes again. No minority state propagates, the AP conductance vanishes in this collinear elastic model, and the TMR diverges for want of channels. The same holds in an ordinary junction for those $q$ that lie between the two Fermi-disc radii.

For the head-on electron of the opening, neither exception applies. Each added nanometre of barrier reduces both transmissions by the same factor. The majority electron starts that decay with a larger density at the face per unit incident current, and meets a better-matched lead on the far side. The numerical output below lists the values of the main example.

## Numbers as computed

```
lead kinetic energies up, down: 2.4, 0.4 eV
barrier: height 2.0 eV, mass 0.4 m0, thickness 1.2 nm
hbar^2/(2 m0) = 0.03810 eV nm^2
k_up = 7.937 1/nm, k_down = 3.240 1/nm
kappa = 4.582 1/nm, w = kappa/m_b = 11.456 1/nm
2 kappa = 9.1646 1/nm; exp(-2 kappa d) = 1.6743e-05
integrated decay rates up-up, down-down: 9.1646, 9.1646 1/nm
interface factors A_up = 1.8725, A_down = 1.0476
T up-up = 5.8704e-05
T down-down = 1.8374e-05
T up-down = 3.2842e-05
tunnelling polarization P = 0.2825
normal-incidence TMR: formula 17.346 %, direct 17.345 %
bulk density-of-states polarization = 0.4202
TMR if bulk polarization were used = 42.89 %
barrier height where P = 0: 0.3919 eV
direct TMR there, d = 3 nm: 0.00037 %
T up-up/T down-down at half, twice that height, d = 4 nm: 0.569, 1.758
exchange ramp 0.1 nm: normal-incidence TMR = 0.9494 %
exchange ramp 0.3 nm: normal-incidence TMR = 21.2165 %
exchange ramp 1.0 nm: normal-incidence TMR = 0.3136 %
exchange ramp 2.0 nm: normal-incidence TMR = 0.0003 %
exchange ramp 5.0 nm: normal-incidence TMR = 0.0000 %
d = 1.2 nm: q-summed TMR full 41.53 %, exponential only 5.6678 %
d = 2.4 nm: q-summed TMR full 25.84 %, exponential only 0.4370 %
d = 4.8 nm: q-summed TMR full 20.76 %, exponential only 0.0031 %
q-summed minus normal TMR at 30, 60 nm: 0.4768, 0.2357 % points
resistance-area product P, AP: 1228.0, 1737.9 ohm um^2
neglected effects: q-summed TMR, and parallel conductance / model value
  300 K smearing: 40.80 %, 1.013
  bias 0.1 V: 41.37 %, 1.001
  image force, permittivity 3: 6.24 %, 132.459
  thickness spread 0.1 nm rms: 45.05 %, 1.643
  exchange splitting cut by 10 %: TMR 26.15 %
image-rounded barrier maximum = 1.362 eV
width still above Fermi level = 0.990 nm
field at 0.1 V = 0.83 MV/cm; rough breakdown 10 MV/cm
voltage at rough breakdown field = 1.20 V
```
